# Scaled vacuum permittivity and the thickness of a collisionless ion sheath

**Setting.** In the explicit electrostatic particle code considered here, the cell is tied to the Debye length and the time step to the electron plasma period. To relax both limits, $\varepsilon_0$ in Poisson's equation is replaced by $\varepsilon=f\varepsilon_0$ with $f=100$. All charges, masses and particle densities keep their true values.

The plasma is argon in a low-pressure inductive etcher. A dc-biased wafer has a voltage drop $V=200$ V across its sheath and receives an ion current density $J=2.50$ mA/cm². The electron temperature is $T_e=3$ eV, the gas is at 5 mTorr and 300 K, and the chamber is 10 cm long. The charge-exchange cross section is taken as $\sigma=5\times10^{-15}$ cm². These are rough typical values.

In formulas $T_e$ is in volts, $e>0$, $m$ is the electron mass and $M$ the ion mass. The coordinate $x$ runs from the sheath edge to the wall. $U(x)\ge 0$ is the potential drop measured from the edge, so the potential is $-U$, the field is $E=dU/dx$, pointing to the wall, and Poisson's equation reads $U''=\rho/\varepsilon$.

## (a) Resolution

*Derive the plasma frequency, the leapfrog stability limit and the Debye length. How do the permitted cell and time step change with $f$?*

**Answer.** Displace cold electrons of density $n$ by $\xi(x)$ against fixed ions. The electrons that have crossed a plane leave an uncompensated positive charge $en\xi$ per unit area behind them, which gives the field $en\xi/\varepsilon$. The force on an electron is $-e$ times this field:

$$m\ddot\xi=-\frac{ne^2}{\varepsilon}\,\xi,\qquad \omega_p^2=\frac{ne^2}{\varepsilon m}.$$

Leapfrog with step $\Delta t$ replaces this equation by

$$\xi_{k+1}-2\xi_k+\xi_{k-1}=-(\omega_p\Delta t)^2\xi_k .$$

Inserting $\xi_k=z^k$ gives $z+1/z=2-(\omega_p\Delta t)^2$. The two roots have product 1. For $0<\omega_p\Delta t<2$ the right side lies between $-2$ and $2$, so the roots are a complex pair on the unit circle and the amplitude stays bounded. For $\omega_p\Delta t>2$ the roots are real and unequal, and one has modulus above 1. At equality the double root $z=-1$ allows linear growth. Stability thus requires $\omega_p\Delta t<2$; accuracy requires less, and 0.2 is adopted here.

For the length, let the electrons be in Boltzmann equilibrium in a small potential $\phi$ around fixed ions:

$$\phi''=\frac{en}{\varepsilon}\left(e^{\phi/T_e}-1\right)\simeq\frac{en}{\varepsilon T_e}\,\phi,\qquad \lambda_D=\sqrt{\frac{\varepsilon T_e}{en}} .$$

With $v_{th}^2=eT_e/m$ this is also $\lambda_D=v_{th}/\omega_p$. At fixed $n$ and $T_e$, $\lambda_D\propto\sqrt f$ and $\omega_p\propto1/\sqrt f$. Both the cell and the time step may therefore be 10 times larger.

For the etcher, the ions enter the sheath at the Bohm speed $u_B=\sqrt{eT_e/M}=2692$ m/s. The edge density is $n_s=J/(eu_B)=5.80\times10^{10}$ cm⁻³. Gaining the energy $Mu_B^2/2=eT_e/2$ from rest takes a drop $T_e/2$, so in a collisionless presheath with Boltzmann electrons the bulk density is $n_se^{1/2}=9.56\times10^{10}$ cm⁻³. For this etcher that is a low estimate: the ion mean free path found in part (e) is much shorter than the chamber, and both collisions and ionization along the way raise the bulk density at a given $n_s$. A one-dimensional fluid estimate with ionization and ion friction gives a bulk density near $3n_s$, almost twice the value used here. The real Debye length and time step are then about 1.4 times smaller than the values below, but their scaling with $f$ is the same. At the estimated density:

- $\lambda_D$ rises from 41.65 to 416.5 µm, and the 10 cm chamber needs 240 cells of one Debye length instead of 2401;
- the step $0.2/\omega_p$ rises from 11.5 to 115 ps.

In a one-dimensional code with a fixed number of particles per cell and a fixed simulated time, this means 100 times fewer particle updates.

A small periodic particle-in-cell calculation illustrates the gain. It has 64 cells, 50 electrons per cell, linear weighting, and a cell of 10 true Debye lengths. Each figure below comes from a single run, and all runs start from the same random thermal velocities. Here $\omega_{p0}$ is the plasma frequency at true permittivity.

- With $\omega_{p0}\Delta t=2.5$, the kinetic energy grows by a factor of order $10^4$ to $10^5$ in 200 steps. With $f=100$ its final value differs from the initial one by less than 1%.
- With $\omega_{p0}\Delta t=0.2$, well inside the stability limit, it still grows by a factor of about 10 in 8000 steps (9.7 in this run; the second digit changes from run to run). With $f=100$, where the cell equals one Debye length, the final value again differs from the initial one by less than 1%.

The second pair of runs also differs in $\omega_p\Delta t$ and in the number of plasma periods covered. It shows that the scaled setting avoids the heating in this test, without isolating the cell size as its cause. If the step at $f=100$ is also made 10 times larger, so that $\omega_p\Delta t=0.2$ in both runs, the kinetic energy grows by about 0.5 to 2% in 8000 steps, depending on the random start.

## (b) The collisionless sheath

*Find the sheath thickness $s$ for cold ions that enter with negligible speed. Neglect electrons in the sheath, the field at its edge, and collisions.*

**Answer.** An ion that has fallen through $U$ has speed $v=\sqrt{2eU/M}$. In a steady planar flow $J=\rho v$ does not depend on $x$, so

$$U''=\frac{J}{\varepsilon v}=A\,U^{-1/2},\qquad A=\frac{J}{\varepsilon}\sqrt{\frac{M}{2e}} .$$

Multiply by $U'$. The left side becomes $\tfrac12(U'^2)'$ and the right side $(2AU^{1/2})'$. Since $U=U'=0$ at the edge, the integration constant vanishes:

$$U'^2=4A\,U^{1/2},\qquad U'=2A^{1/2}U^{1/4}.$$

The positive root is taken because $U$ rises toward the wall. Separating the variables and integrating from the edge,

$$\int_0^U\frac{dU_1}{U_1^{1/4}}=\frac43U^{3/4}=2A^{1/2}x .$$

At the wall $x=s$ and $U=V$, hence $s=\tfrac23V^{3/4}A^{-1/2}$, or

$$s=\frac23\left[\frac{\varepsilon\,V^{3/2}}{J}\sqrt{\frac{2e}{M}}\,\right]^{1/2}.$$

This is the Child law solved for the thickness. The ion density diverges at the edge, where the assumed speed vanishes, but the charge per unit area remains finite.

## (c) Effect of the scaled permittivity

*By what factor does $s$ change at fixed $V$ and $J$? Explain the factor without using the integrated law, and evaluate both thicknesses.*

**Answer.** With $V$, $J$, $e$ and $M$ fixed, $s\propto\sqrt\varepsilon$, so

$$\frac{s(100\,\varepsilon_0)}{s(\varepsilon_0)}=\sqrt{100}=10 .$$

The reason is that the charge density at a point depends only on the potential drop there: $\rho=J/\sqrt{2eU/M}$ does not contain $\varepsilon$. If $U_1(x)$ solves Poisson's equation for $\varepsilon_0$, then $U_1(x/\sqrt f)$ has a second derivative $f$ times smaller at the same $U$, as $f\varepsilon_0$ requires. The edge conditions are also preserved. The whole profile is stretched by $\sqrt f$.

For the etcher, $J=25.0$ A/m², $\sqrt{2e/M}=2197.9$ m s⁻¹ V⁻¹ᐟ² and $V^{3/2}=2828.4$ V³ᐟ², so

$$s=\frac23\left[\frac{8.854\times10^{-12}\times2828.4\times2197.9}{25.0}\right]^{1/2}\text{m}=0.989\ \text{mm}.$$

With $f=100$ the thickness is 9.89 mm. As a test, Poisson's equation and the ion flow were iterated to self-consistency from a linear potential; this gave 0.9892 and 9.8920 mm, in agreement with the law.

In units of the bulk Debye length, both sheaths are 23.75 thick. With cells of one bulk Debye length, the sheath therefore spans about 24 cells in either case, but the scaled sheath has the wrong size in millimetres.

## (d) Ion motion and wall quantities

*Find the transit time, wall field, wall charge and impact energy. Which of them survive the scaling?*

**Answer.** Along the path of an ion the field changes at the rate

$$\frac{dE}{dt}=v\frac{dE}{dx}=\frac{v\rho}{\varepsilon}=\frac J\varepsilon .$$

Starting from $E=v=x=0$, integrate this, then $M\dot v=eE$, then $\dot x=v$:

$$E=\frac{Jt}{\varepsilon},\qquad v=\frac{eJt^2}{2M\varepsilon},\qquad x=\frac{eJt^3}{6M\varepsilon}.$$

The last two give $v=3x/t$. With the wall speed $v_w=\sqrt{2eV/M}$ the transit time is

$$\tau=\frac{3s}{v_w}.$$

From part (b), $U\propto x^{4/3}$, so the wall field is $E_w=4V/(3s)$. The sheath charge per unit area is $\varepsilon E_w=J\tau$; a conducting wall carries the opposite charge. On scaling:

- $\tau$ rises from 95.5 to 955 ns, because the path is 10 times longer and the final speed is unchanged;
- $E_w$ falls from 2.70 to 0.270 kV/cm;
- the charge rises from 0.239 to 2.39 nC/cm², because the factor 100 in $\varepsilon$ outweighs the factor 1/10 in $E_w$;
- the impact energy remains $eV$, or 200 eV, as long as there are no collisions.

## (e) Collisions

*Let ions exchange charge with gas atoms at a constant mean free path $L$, each new ion starting at rest. Find the thickness and its scaling for $L\ll s$. Is the etcher's sheath still collisionless after scaling?*

**Answer.** Charge exchange preserves the ion current. Of the current at a given point, the fraction carried by ions born between $l$ and $l+dl$ upstream is $e^{-l/L}dl/L$. If $L\ll s$, the field is nearly uniform over the paths that matter, and these ions have speed $\sqrt{2eEl/M}$. The ion density is therefore

$$n_i=\frac Je\sqrt{\frac{M}{2eE}}\int_0^\infty\frac{e^{-l/L}}{\sqrt l}\,\frac{dl}{L}
=\frac Je\sqrt{\frac{\pi M}{2eLE}},$$

since the integral equals $\sqrt{\pi/L}$. Poisson's equation becomes

$$E'=\frac{en_i}{\varepsilon}=B\,E^{-1/2},\qquad B=\frac J\varepsilon\sqrt{\frac{\pi M}{2eL}} .$$

Integrating $E^{1/2}dE=B\,dx$ from $E=0$ gives $\tfrac23E^{3/2}=Bx$, so $E=(3Bx/2)^{2/3}$. A further integration gives

$$V=\frac35\left(\frac{3B}{2}\right)^{2/3}s^{5/3}.$$

Raising this to the power $3/2$ and solving for $s$,

$$s^{5/2}=\frac23\left(\frac53\right)^{3/2}\frac{V^{3/2}}{B}
=\frac23\left(\frac53\right)^{3/2}\frac{\varepsilon V^{3/2}}{J}\sqrt{\frac{2eL}{\pi M}} .$$

At fixed $V$, $J$ and $L$ the thickness now varies as $\varepsilon^{2/5}$, and the factor is $100^{2/5}=6.31$ instead of 10. For $L=0.0198$ mm this law gives 0.575 mm at true permittivity. A numerical solution that keeps the variation of the field along each path gives about 0.56 mm, between 2 and 3% below the law.

For the etcher, with gas pressure $p$ and temperature $T$, $L=k_BT/(p\sigma)=12.4$ mm. The ratio $s/L$ rises from 0.080 to 0.80. The fraction of ions that cross the Child thickness without a collision, $e^{-s/L}$, falls from 92% to 45%. Neither case satisfies $L\ll s$, so the density must be summed over all birth points:

$$n_i(x)=\frac Je\left[\frac{e^{-x/L}}{v(0,x)}+\int_0^x\frac{e^{-(x-x')/L}}{v(x',x)}\frac{dx'}{L}\right],$$

with $v(x',x)=\sqrt{2e[U(x)-U(x')]/M}$. Solved together with Poisson's equation, this gives 0.983 mm at true permittivity and 9.37 mm at $f=100$, a ratio of 9.5. Slower ions are denser at fixed current, so collisions make the sheath thinner.

The thickness is 5% below the Child value at $f=100$, but the ion energies are affected more strongly. An ion born at $x'$ reaches the wall with at most $e[V-U(x')]$, and 53% of the ions now undergo at least one exchange, which lowers the mean impact energy from about 193 to about 149 eV. This fraction depends on the rough constant $\sigma$ and the 300 K gas. A cross section falling from about $4.0$ to $3.4\times10^{-15}$ cm² between 10 and 200 eV would give roughly 40%, and gas at 500 K and the same pressure would lower that to roughly 30%. The scaled sheath is no longer collisionless in the sense that matters for the wafer.

The stretching argument of part (c) suggests a remedy within this model. If $L$ is also multiplied by $\sqrt f$, for instance by dividing $\sigma$ by 10 inside the sheath, $n_i$ again depends only on the stretched coordinate and the factor 10 returns. Reducing $\sigma$ everywhere would also alter ion transport in the bulk.

## (f) Reading the result for a real etcher

*Assess the neglected electrons and entry speed, the fixed current, the finite chamber and a possible rf bias.*

**Answer.** With Bohm entry and Boltzmann electrons the net charge density is

$$\rho=en_s\left[\left(1+\frac{2U}{T_e}\right)^{-1/2}-e^{-U/T_e}\right].$$

The Child density at the same current is $en_s(2U/T_e)^{-1/2}$, which is larger at every $U>0$. The true field at given $U$ is therefore weaker and the sheath thicker. Because its edge is gradual, the thickness is counted from $U=T_e$. Integration from a small edge field, the same for both permittivities, gives 1.22 and 12.2 mm. Both are 23% above the Child values, and their ratio is 10.00. The 23% depends on where the edge is placed: counting from $U=T_e/2$ gives 32%, and from $U=2T_e$ gives 15%. The ratio survives because $\rho$ still depends on $U$ alone and the edge field is small. A larger edge field of order $(T_e/\lambda_D)(\lambda_D/L)^{2/5}$, with $\lambda_D$ taken at the edge density, lowers it to about 9.9.

The current was held fixed by assumption. In a complete discharge simulation it is an outcome. If scaling changes $J$ by a factor $g$ at fixed $V$, the Child ratio becomes $10/\sqrt g$. Such a change is plausible once the sheath is no longer small: one sheath occupies 1.0% of the chamber at true permittivity and 9.9% after scaling, which shortens the plasma that supplies the ions. The value of $g$ requires a model of the whole discharge.

Real argon etchers of this type work at pressures of a few mTorr, with electron temperatures of a few eV and biases of tens to hundreds of volts, so the example lies in their usual range and a sheath of about a millimetre is the right scale. Many use an rf bias instead of the dc bias assumed here. At 13.56 MHz the period is 73.7 ns, and the dc transit time corresponds to 1.3 periods at true permittivity but 13 after scaling. Most ions in the scaled sheath would sample several cycles or more instead of about one, even though many restart from rest after a charge exchange. Their energy distribution should therefore not be carried over to the device. The dc model does not determine how far an rf bias moves the thickness.

For a dc sheath whose $V$ and $J$ are unchanged by the scaling, the scaled thickness may be divided by 10 if $s\ll L$, judged with the enlarged $s$. A sheath much smaller than the chamber makes an unchanged $J$ more plausible but does not guarantee it. In this example the condition $s\ll L$ fails: dividing the collisional result of 9.37 mm by 10 gives 0.937 mm, about 5% below the 0.983 mm found at true permittivity. The remaining values are in the numerical output.

## Table of computed values

```
INPUTS (rough argon etcher values)
voltage drop 200 V; ion current 2.50 mA/cm2; Te 3.0 eV
pressure 5.0 mTorr; gas temperature 300 K
cross section 5.0e-15 cm2; chamber 10 cm
ion mass 6.6335e-26 kg; eps0 8.8542e-12 F/m
sqrt(2e/M) 2197.9 m/s per sqrt(V)
V^(3/2) 2828.4 V^1.5; Bohm speed 2692 m/s
edge density 5.797e+10 cm^-3; bulk 9.557e+10 cm^-3
TRUE PERMITTIVITY, then 100 TIMES
Child thickness: 0.9892 mm, 9.8920 mm; ratio 10.0000
Poisson iteration: 0.9892 mm, 9.8920 mm
bulk Debye length: 41.65 um, 416.50 um
thickness / bulk Debye length: 23.75, 23.75
bulk plasma frequency: 1.744e+10 rad/s, 1.744e+09 rad/s
cells of one Debye length in chamber: 2401, 240
time step 0.2/omega_p: 11.47 ps, 114.68 ps
ion transit time: 95.5 ns, 954.8 ns
wall field: 2.696 kV/cm, 0.2696 kV/cm
wall charge: 0.239 nC/cm2, 2.387 nC/cm2
ion impact energy: 200.0 eV, 200.0 eV
NEGLECTED EFFECTS, same order
with electrons and Bohm entry, from U=Te: 1.217 mm, 12.173 mm; ratio 10.000
change from Child: 23.1 %, 23.1 %
charge-exchange mean free path 12.43 mm
Child thickness / mean free path: 0.080, 0.796
ions crossing Child thickness without collision: 92.3 %, 45.1 %
thickness with charge exchange: 0.983 mm, 9.373 mm; ratio 9.535
frequent-collision limit of ratio 6.310
frequent-collision check, mfp 0.0198 mm: solver 0.5609 mm, law 0.5749 mm
share of chamber in one sheath: 0.99 %, 9.89 %
13.56 MHz period 73.7 ns; transit/period: 1.29, 12.95
PARTICLE-CODE TESTS (true-permittivity plasma frequency = 1)
measured plasma frequency: 0.9989, 0.0999
energy growth factor, dt=2.5, 200 steps: 5.25e+04, 0.9959
coarse grid: cell = 10 Debye lengths, then 1; dt=0.2, 8000 steps
energy growth factor on coarse grid: 9.673, 0.9946
```
